# Saturated width of the two-dimensional Edwards-Wilkinson surface

**Q:** I have saturated widths for a growing surface that obeys the Edwards-Wilkinson equation in two dimensions. The square samples have $N\times N$ sites with spacing $a=0.30$ nm. For $N=16,32,64,128$ the width $W$ is 0.2213, 0.2450, 0.2666 and 0.2865 nm. A fit $W\propto L^{\alpha}$, with $L=Na$, gives $\alpha=0.124$ and misses no point by more than 0.81 percent of $W$. I take this as the roughness exponent. What could be wrong with it?

**A:** The fit describes those four sizes well, but its exponent is not a property of the surface. The model can be solved, so we can find out what it predicts at any size. The equation is

$$\frac{\partial h}{\partial t}=\nu\nabla^2h+\eta,\qquad \langle\eta(\mathbf r,t)\eta(\mathbf r',t')\rangle=2D\,\delta^2(\mathbf r-\mathbf r')\,\delta(t-t').$$

Here $h$ is the height in a frame that moves at the average growth speed, $\nu>0$ is the smoothing coefficient and $D$ the noise strength. Heights are continuous, boundaries are periodic, and nothing pins the surface to particular heights. On the lattice, the delta function in space becomes $\delta_{ij}/a^2$, and

$$\frac{dh_i}{dt}=\frac{\nu}{a^2}\sum_{j\,\text{next to}\,i}(h_j-h_i)+\eta_i,\qquad \langle\eta_i(t)\eta_j(t')\rangle=\frac{2D}{a^2}\delta_{ij}\,\delta(t-t').$$

The squared width is the spatial variance, averaged over the noise:

$$W^2=\Big\langle \frac1{N^2}\sum_i h_i^2-\Big(\frac1{N^2}\sum_i h_i\Big)^2\Big\rangle .$$

**Q:** Every site is coupled to its neighbours. How do you get a closed result?

**A:** The equation is linear and translation invariant, so Fourier modes decouple. Define

$$\hat h_{\mathbf k}=\frac1N\sum_i h_i\,e^{-i\mathbf k\cdot\mathbf r_i/a},\qquad k_x,k_y=\frac{2\pi m}{N},\quad m=0,\dots,N-1 .$$

With this normalization $\sum_i h_i^2=\sum_{\mathbf k}|\hat h_{\mathbf k}|^2$. The mean height is $\hat h_0/N$, so subtracting its square removes the $\mathbf k=0$ term:

$$W^2=\frac1{N^2}{\sum_{\mathbf k}}'\langle|\hat h_{\mathbf k}|^2\rangle ,$$

where the prime means $\mathbf k\neq0$. The four neighbours turn the difference operator into $2\cos k_x+2\cos k_y-4=-\lambda_{\mathbf k}$, hence

$$\frac{d\hat h_{\mathbf k}}{dt}=-\Gamma_{\mathbf k}\hat h_{\mathbf k}+\hat\eta_{\mathbf k},\qquad \Gamma_{\mathbf k}=\frac{\nu\lambda_{\mathbf k}}{a^2}.$$

The noise in each mode again has strength $2D/a^2$. From a flat start, $\hat h_{\mathbf k}(t)=\int_0^t e^{-\Gamma_{\mathbf k}(t-s)}\hat\eta_{\mathbf k}(s)\,ds$. In the mean square, the delta function removes one time integral:

$$\langle|\hat h_{\mathbf k}|^2\rangle=\frac{2D}{a^2}\int_0^t e^{-2\Gamma_{\mathbf k}(t-s)}ds=\frac{D}{\nu\lambda_{\mathbf k}}\left(1-e^{-2\Gamma_{\mathbf k}t}\right).$$

Every $\Gamma_{\mathbf k}$ in the sum is positive, so the width of a finite sample does saturate:

$$W^2_{\rm sat}=\frac D\nu\,G_N,\qquad G_N=\frac1{N^2}{\sum_{\mathbf k}}'\frac1{\lambda_{\mathbf k}} .$$

This was tested without Fourier modes, by integrating the equation for the covariance of all site heights at $N=6$. Both routes give 0.033323 nm² at late times, for $D/\nu=0.100$ nm². A direct simulation of 200 surfaces with $N=16$ gave 0.0498 nm², against 0.0490 nm² from the mode sum. The tolerance of 6 percent covers sampling error and the finite time step.

**Q:** Then how does $G_N$ depend on $N$?

**A:** Start with a rough count. For small $k$, $\lambda_{\mathbf k}\approx k^2$, and the allowed wavevectors have density $N^2/4\pi^2$. A ring of radius $k$ has area $2\pi k\,dk$, so

$$G_N\approx\int_{k_{\min}}^{k_{\max}}\frac{2\pi k\,dk}{4\pi^2k^2}=\frac1{2\pi}\ln\frac{k_{\max}}{k_{\min}} .$$

The lower limit is of order $2\pi/N$ and the upper limit is of order one. This gives $(\ln N)/2\pi$ plus a constant. For wavelengths well between the lattice spacing and the sample size, each octave contributes nearly the same amount to $W^2$: longer waves have larger amplitudes, but there are fewer of them, and in two dimensions the two effects balance.

**Q:** Scaling gives $\alpha=(2-d)/2$ for a $d$-dimensional surface. That is zero for $d=2$. Doesn't zero mean that the width approaches a finite limit?

**A:** The exponent alone cannot decide that. Under $\mathbf r\to b\mathbf r$, $h\to b^\alpha h$, $t\to b^zt$, the coefficient $\nu$ becomes $b^{z-2}\nu$ and $D$ becomes $b^{z-d-2\alpha}D$. Keeping both fixed requires $z=2$ and $\alpha=(2-d)/2$. At $\alpha=0$ this rules out a power of $L$, but both a constant and a logarithm are compatible with it.

The mode count decides. In $d$ dimensions the integrand is proportional to $k^{d-1}/k^2=k^{d-3}$. For $d=3$ it is constant, the integral converges at small $k$, and the width is bounded. For $d=2$ it is $1/k$, and the integral grows without bound as $k_{\min}\to0$. For $d=1$ it is $1/k^2$, which gives $W^2\propto L$ and $\alpha=1/2$.

**Q:** Your ring count is crude at both ends. Could it hide a weak power of $L$?

**A:** We can remove the doubt by doing one of the two sums in closed form. Fix $k_x\ne0$ and define $\mu>0$ by $\cosh\mu=2-\cos k_x$. Then $\lambda_{\mathbf k}=2\cosh\mu-2\cos k_y$. Summing two geometric series gives

$$\sum_{n=-\infty}^{\infty}e^{-|n|\mu}e^{ink_y}=\frac{1-e^{-2\mu}}{1-2e^{-\mu}\cos k_y+e^{-2\mu}}=\frac{2\sinh\mu}{2\cosh\mu-2\cos k_y},$$

where the last step multiplies top and bottom by $e^{\mu}$. Averaged over the $N$ values of $k_y$, $e^{ink_y}$ gives one if $n$ is a multiple of $N$ and zero otherwise. Therefore

$$\frac1N\sum_{k_y}\frac1{2\cosh\mu-2\cos k_y}=\frac{1}{2\sinh\mu}\sum_{p=-\infty}^{\infty}e^{-|p|N\mu}=\frac{\coth(N\mu/2)}{2\sinh\mu}.$$

The row $k_x=0$ lacks its $k_y=0$ term. Subtract that term at finite $\mu$, then let $\mu\to0$. With $\coth x\approx1/x+x/3$,

$$\frac{\coth(N\mu/2)}{2\sinh\mu}\approx\frac1{N\mu^2}-\frac1{6N}+\frac N{12},\qquad \frac1{N(2\cosh\mu-2)}\approx\frac1{N\mu^2}-\frac1{12N}.$$

The difference is $(N^2-1)/(12N)$. This is also the complete sum for a one-dimensional surface, so there $W^2=(Da/\nu)(N^2-1)/(12N)$, with $D$ the one-dimensional noise strength. That is a true power law at large $N$.

For the other rows, $\cosh\mu-1=1-\cos k_x$ gives $\sinh(\mu/2)=\sin(k_x/2)$. Write $s_m=\sin(\pi m/N)$; then $\sinh\mu_m=2s_m\sqrt{1+s_m^2}$. Each row average carries a further factor $1/N$, so

$$G_N=\frac{1-N^{-2}}{12}+\frac1N\sum_{m=1}^{N-1}\frac{\coth(N\mu_m/2)}{4s_m\sqrt{1+s_m^2}} .$$

**Q:** Where is the logarithm in that?

**A:** In the $1/s_m$ behaviour at the two ends of the sum. Use $\coth x=1+2/(e^{2x}-1)$, and in the part with 1 write

$$\frac1{s\sqrt{1+s^2}}=\frac1s+\frac1s\left(\frac1{\sqrt{1+s^2}}-1\right).$$

There are three pieces.

*The $1/s$ piece.* The function $\csc\pi x-1/(\pi x)-1/[\pi(1-x)]$ is smooth on $0\le x\le1$, so its sum over $x=m/N$ tends to $N$ times its integral. Since $\int\csc\pi x\,dx=\pi^{-1}\ln\tan(\pi x/2)$, integrating from $\epsilon$ to $1-\epsilon$ gives $-(2/\pi)\ln(\pi\epsilon/2)$ from the cosecant and $+(2/\pi)\ln\epsilon$ from the subtractions, for small $\epsilon$. The total is $(2/\pi)\ln(2/\pi)$. The subtracted terms themselves sum to $(2N/\pi)\sum_{m=1}^{N-1}1/m$, and this harmonic sum tends to $\ln N+\gamma$, with $\gamma$ Euler's constant. Thus

$$\frac1{4N}\sum_{m=1}^{N-1}\frac1{s_m}\to\frac1{2\pi}\left[\ln N+\gamma+\ln\frac2\pi\right].$$

*The bounded piece.* It becomes an integral. With $\theta=\pi x$ and the symmetry about $\theta=\pi/2$ it equals $I/2\pi$, where, using $c=\cos\theta$,

$$I=\int_0^{\pi/2}\frac{d\theta}{\sin\theta}\left(\frac1{\sqrt{1+\sin^2\theta}}-1\right)=\int_0^1\frac{dc}{1-c^2}\left(\frac1{\sqrt{2-c^2}}-1\right).$$

An antiderivative is $\operatorname{artanh}u-\operatorname{artanh}c$ with $u=c/\sqrt{2-c^2}$, because $du/dc=2/(2-c^2)^{3/2}$ and $1-u^2=2(1-c^2)/(2-c^2)$. It vanishes at $c=0$. Near $c=1$, $du/dc=2$, so $1-u\approx2(1-c)$, and the difference tends to $\frac12\ln[(1-c)/(1-u)]=-\frac12\ln2$. Hence $I=-\frac12\ln2$.

*The rest of the coth.* Its terms fall off exponentially away from the two ends. There $s_m\approx\pi m/N$ and $\mu_m\approx2\pi m/N$. The two equal ends together give

$$\frac2N\sum_{m\ge1}\frac{N}{4\pi m}\,\frac{2}{e^{2\pi m}-1}=\frac1{2\pi}\,2\sum_{m\ge1}\frac1{m(e^{2\pi m}-1)} .$$

Finally, the row $k_x=0$ gives $1/12=(1/2\pi)(\pi/6)$. Adding everything,

$$W^2_{\rm sat}\simeq\frac D{2\pi\nu}\left[\ln\frac La+C\right],$$

$$C=\gamma+\tfrac12\ln2-\ln\pi+\frac\pi6+2\sum_{m\ge1}\frac1{m(e^{2\pi m}-1)}=0.3064 .$$

The last sum is 0.0018727, so its first term nearly suffices. The neglected terms vanish as $N\to\infty$, and no power of $L$ is hidden. In the sizes tested, $N=16$ to 1024, the error in $G_N$ is below $1/N^2$.

**Q:** Let me try it on a sample. My parameters are $\nu=10$ nm²/s and $D=1$ nm⁴/s.

**A:** Then $D/\nu=0.100$ nm² and $D/2\pi\nu=0.015915$ nm². For $N=1024$, $\ln N=6.931$, so

$$W^2=0.015915\times(6.931+0.306)\ \text{nm}^2=0.1152\ \text{nm}^2,\qquad W=0.339\ \text{nm}.$$

The full mode sum gives the same value to these digits.

**Q:** If the law is logarithmic, why did my power law fit so well?

**A:** Because $\sqrt{\ln N+C}$ bends slowly on a log-log plot. Its local slope is

$$\alpha_{\rm app}=\frac{d\ln W}{d\ln L}=\frac12\,\frac{d\ln(\ln N+C)}{d\ln N}=\frac1{2(\ln N+C)} .$$

This is positive at all the sizes you used, but it tends to zero. The mode sums show the drift:

| $N\to2N$ | increase of $W^2$ (nm²) | apparent exponent |
|---|---|---|
| 16 → 32 | 0.01104 | 0.147 |
| 64 → 128 | 0.01103 | 0.104 |
| 512 → 1024 | 0.01103 | 0.073 |

Your 0.124 is an average of this slope over your range. Another range would have given another "exponent".

The middle column is the better diagnostic. A power law multiplies $W^2$ by a fixed factor at each doubling. Here each doubling adds a fixed amount, $(D/2\pi\nu)\ln2=0.01103$ nm². Plot $W^2$ against $\ln L$, and the points lie on a straight line whose slope measures $D/2\pi\nu$.

**Q:** Does the distinction matter in practice, if my fit is good to one percent?

**A:** It matters when you extrapolate. Take $N=2^{20}=1048576$, a sample 0.31 mm wide. Your fit predicts $W=0.881$ nm; the model gives 0.475 nm, so the fit is too large by a factor of 1.86. From $N=16$ to this size $L$ grows by a factor of 65536, while $W$ little more than doubles. The width is still unbounded: further doublings keep adding to $W^2$.

**Q:** The spacing $a$ appears inside the logarithm. Is the result then an artefact of the lattice?

**A:** The logarithm's coefficient is not, but the constant $C$ depends on the short-distance cutoff. It also depends on the shape and edges of the sample, because the longest waves contribute to it; the value 0.306 is for a periodic square. Suppose we replace $\lambda_{\mathbf k}$ by $k^2$ in the zone $|k_x|,|k_y|\le\pi$. Since $\lambda_{\mathbf k}\approx k^2-(k_x^4+k_y^4)/12$ at small $k$,

$$\frac1{\lambda_{\mathbf k}}-\frac1{k^2}\approx\frac{k_x^4+k_y^4}{12\,k^4},$$

which stays bounded. Its average over modes tends to a number independent of $N$, so it shifts $C$ and leaves the coefficient alone. Numerically, $C$ changes from 0.306 to $-0.172$, while the increase per doubling agrees with the same $\ln2/2\pi$ in units of $D/\nu$.

Some cutoff is necessary. If $a\to0$ at fixed $L$, $\nu$ and $D$, then $W^2$ diverges logarithmically. A statement about the continuum width without a shortest length is incomplete.

**Q:** Does the growth before saturation follow a power of time, at least?

**A:** No, that is logarithmic too. Put $\tau=\nu t/a^2$ and differentiate the time-dependent width. As $N\to\infty$ the mode average becomes a product of two equal integrals:

$$\frac{dW^2}{d\tau}=\frac{2D}\nu\left[\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{-2\tau(2-2\cos k)}\right]^2 .$$

For $\tau\gg1$ small $k$ dominates and $2-2\cos k\approx k^2$. The bracket becomes the Gaussian integral $(1/2\pi)\sqrt{\pi/2\tau}=1/\sqrt{8\pi\tau}$. Therefore

$$\frac{dW^2}{d\tau}\simeq\frac D{4\pi\nu\tau},\qquad \frac{dW^2}{d\ln t}\simeq\frac D{4\pi\nu},\qquad \frac{a^2}\nu\ll t\ll\frac{L^2}{8\pi^2\nu} .$$

Between $\tau=10$ and 100 at $N=1024$ the computed slope is 0.00797 nm², against 0.00796 nm² from the formula. The factor of two relative to the size law is consistent: growth stops at a time proportional to $L^2$, and $\ln L^2=2\ln L$.

**Q:** How long must I wait before calling a width saturated?

**A:** The slowest modes have one wavelength across the sample, so $\lambda\approx4\pi^2/N^2$. Their variance relaxes at the rate $2\nu\lambda/a^2$, which gives the time constant

$$t_L=\frac{L^2}{8\pi^2\nu}.$$

For $N=1024$ this is about 120 s. For $N=2^{20}$ it is $1.25\times10^8$ s, about four years, so the 0.475 nm above is a limit that a growth run would hardly reach.

There are four such modes. At late times the amount missing from $W^2$ is

$$\frac D\nu\,\frac4{N^2}\,\frac{N^2}{4\pi^2}\,e^{-t/t_L}=\frac D{\pi^2\nu}e^{-t/t_L}.$$

Its prefactor is $2/(\pi\ln2)$ times the gain from one doubling of $L$, a ratio slightly below one. Stopping large samples too early can therefore hide much of the very increase you want to measure. This happens when all sizes are stopped at the same time $t$. To call a width saturated, wait several time constants $t_L$ of that size. For large samples the missing amount depends only on $t/t_L$, so measuring every size at the same $t/t_L$ lowers all $W^2$ by nearly the same amount and leaves the increase per doubling nearly unchanged.

**Q:** Suppose a measured surface does show a clear power law over a wide range. Is the calculation then wrong?

**A:** More likely one of its assumptions fails. Suppose surface diffusion adds a term $-\kappa\nabla^4h$ with $\kappa>0$, under the same noise. With the physical wavenumber $q=k/a$, a mode relaxes at the rate $\nu q^2+\kappa q^4$, and its contribution to the width is proportional to $D/(\nu q^2+\kappa q^4)$. Where the fourth-order term dominates, the ring count gives

$$W^2\approx\frac D\kappa\int_{q_{\min}}\frac{2\pi q\,dq}{4\pi^2q^4}\approx\frac D{4\pi\kappa\,q_{\min}^2}\propto L^2 ,$$

so $W\propto L$. The integral is dominated by its lower end, where the ring count is crude, so only the scaling is reliable: with $q_{\min}=2\pi/L$, the sum over the discrete modes of a periodic square is about 1.9 times larger. The scaling holds for samples much larger than $a$ but much smaller than $2\pi\sqrt{\kappa/\nu}$. In samples much larger than this length the longest waves have $\nu q^2\gg\kappa q^4$, and each further doubling again adds $(D/2\pi\nu)\ln2$. A power law seen below that length says nothing against the logarithm above it.

A nonlinear term in the growth equation would couple the modes, and pinning to discrete heights would add a force absent from the equation. In either case the independent-mode solution no longer applies, and neither the logarithm nor its coefficient may be taken over from it without a separate check. Pinning deserves attention here, because your widths are about one lattice spacing: strong pinning can stop the width from growing with $L$, while weak pinning can leave the logarithm in place.

**Q:** So what should I report for my four samples?

**A:** Report the slope of $W^2$ against $\ln L$, which estimates $D/2\pi\nu$, together with the range of sizes and the waiting times. If you quote 0.124 at all, call it an apparent exponent for $N=16$ to 128. The numerical output below lists the widths at the other sizes.

## Values computed for the example and the checks

```
lattice spacing a = 0.30 nm
smoothing coefficient nu = 10.0 nm^2/s
noise strength D = 1.0 nm^4/s
D/nu = 0.100 nm^2
D/(2 pi nu) = 0.015915 nm^2
series sum in C = 0.0018727 (dimensionless)
constant C, lattice = 0.306404 (dimensionless)
constant C, q^2 in square zone = -0.1717 (dimensionless)
saturated: N | L (nm) | W^2 sum (nm^2) | W^2 law (nm^2) | W (nm)
      16 | 4.8 | 0.048992 | 0.049004 | 0.2213
      32 | 9.6 | 0.060033 | 0.060035 | 0.2450
      64 | 19.2 | 0.071067 | 0.071067 | 0.2666
     128 | 38.4 | 0.082099 | 0.082099 | 0.2865
     256 | 76.8 | 0.093131 | 0.093131 | 0.3052
     512 | 153.6 | 0.104163 | 0.104163 | 0.3227
    1024 | 307.2 | 0.115194 | 0.115194 | 0.3394
 1048576 | 314572.8 | 0.225512 | 0.225512 | 0.4749
doubling: N to 2N | added W^2 (nm^2) | apparent exponent
   16 to    32 | 0.011040 | 0.1466
   32 to    64 | 0.011034 | 0.1217
   64 to   128 | 0.011032 | 0.1041
  128 to   256 | 0.011032 | 0.0909
  256 to   512 | 0.011032 | 0.0808
  512 to  1024 | 0.011032 | 0.0726
predicted step per doubling = 0.011032 nm^2
1D exponent, N 512 to 1024 = 0.50000
power-law fit, N 16 to 128: exponent = 0.1239
largest fit error in W, same range = 0.81 percent
fit extrapolated to N = 1048576: W = 0.8812 nm
true W at that N = 0.4749 nm
extrapolated / true W = 1.856
growth dW^2/d ln t, N=1024, tau 10-100 = 0.007970 nm^2
growth law D/(4 pi nu) = 0.007958 nm^2
saturation time, N=1024 = 119.5 s
saturation time, N=1048576 = 1.253e+08 s
same in years = 3.97 yr
simulation N=16, 200 copies: W^2 = 0.0498 nm^2
mode sum N=16: W^2 = 0.0490 nm^2
covariance equation N=6, tau=12: W^2 = 0.033323 nm^2
mode sum N=6, saturated: W^2 = 0.033323 nm^2
```
